\section*{Why Removing a Neutral Oxygen Atom from Hafnia Leaves Two Electrons}

\section{Counting the electrons}

\textbf{Q.} I anneal a hafnia film and it loses oxygen. I would label the resulting vacancies $2+$. The oxygen in the oxide was O$^{2-}$, so if it is gone, the hole it leaves should be $2+$. What is wrong with that?

\textbf{A.} Ask what left. An O$^{2-}$ ion has ten electrons, while a neutral oxygen atom has eight. If the neutral atom leaves, two of the ten stay in the crystal. Charge conservation says the same. For a crystal that was neutral,
\begin{equation}
0=Q_{\text{crystal}}+Q_{\text{removed}} .
\end{equation}
A neutral atom has $Q_{\text{removed}}=0$, so the crystal remains neutral. Your argument describes the removal of the ion, with $Q_{\text{removed}}=-2e$ and $Q_{\text{crystal}}=+2e$. For the neutral atom there are two separate processes:
\begin{align}
\text{crystal} &\rightarrow \text{crystal with } V^{0}+\text{O},\\
V^{0} &\rightarrow V^{2+}+2e^{-}(\text{somewhere else}).
\end{align}
The second needs a destination for the electrons.

\textbf{Q.} The Hf--O bond is partly covalent, so the oxygen never held a full $2-$. Does the number two survive?

\textbf{A.} Yes, because it comes from counting states, not from dividing charge between atoms. Put the oxygen $2s$ electrons in the core. Then Hf brings 4 valence electrons and each O brings 4, so one HfO$_2$ unit has $4+2\times4=12$. Its two oxygens have six $2p$ orbitals, with 12 places including spin. The valence band is full.

Covalency mixes these orbitals with cation orbitals. Let $A$ be the Hamiltonian among cation orbitals, with all eigenvalues above some energy $\mu$, and $B$ the one among oxygen orbitals, with all eigenvalues below $\mu$. Turn on the mixing $T$ with a factor $\lambda$ from 0 to 1. If a level ever reached $\mu$, its cation part $x$ and oxygen part $y$ would satisfy
\begin{align}
(A-\mu)x+\lambda Ty&=0,\\
\lambda T^\dagger x+(B-\mu)y&=0 .
\end{align}
Multiply the first by $x^\dagger$ and the second by $y^\dagger$:
\begin{align}
x^\dagger(A-\mu)x&=-\lambda x^\dagger Ty,\\
y^\dagger(B-\mu)y&=-\lambda y^\dagger T^\dagger x .
\end{align}
The left sides are real, and the right sides are complex conjugates of each other, so all four are equal. But the first left side is positive unless $x=0$, and the second is negative unless $y=0$. Hence $x=y=0$, and no such level exists. Levels move continuously with $\lambda$, so none crosses $\mu$. The number below it remains the number of oxygen orbitals.

Removing one O therefore removes three orbitals, or six places, but only four electrons:
\begin{equation}
n_{\text{left over}}=6-4=2 .
\end{equation}
These two electrons must lie above the valence band.

\section{Where the two electrons sit}

\textbf{Q.} Above the valence band could mean anywhere. Why at the vacancy?

\textbf{A.} That depends on energies, so we need a model. Take a fluorite lattice with one $s$-like orbital per cation and three $p$ orbitals per oxygen. The oxygen level is the zero of energy and the cation level is at 7.0 eV. Neighbouring cations are coupled by $-0.10$ eV, and cation and oxygen by 0.70 eV along the bond. The cell has 108 Hf and 216 O.

The valence-band top is at zero: 648 oxygen orbitals couple to only 108 cation orbitals, so at least 540 combinations stay unmixed. At the conduction edge all cations have equal amplitude. Each oxygen then feels four equal contributions along bond directions that sum to zero, so the mixing cancels. Each cation has twelve cation neighbours, which gives
\begin{equation}
E_{\text{gap}}=7.0-12\times0.10=5.8\ \text{eV},
\end{equation}
as diagonalization confirms.

A missing O$^{2-}$ no longer repels electrons, so the four cations around the site become more attractive. I lower their levels by 3.5 eV. At the bond length $R=0.22$ nm the missing charge would give 13.0 eV unscreened and 2.9 eV with the electronic permittivity 4.5. The chosen value lies between these and is not a self-consistent result. The counting theorem still applies: the cation block cannot have an eigenvalue below $7.0-3.5-1.2=2.3$ eV, so any $\mu$ between 0 and 2.3 eV works.

Diagonalization gives 1292 electrons and 1290 valence places, which leaves two electrons. The lowest level above the valence band is at 3.81 eV, or 1.99 eV below the conduction edge. About 82\% of its orbital is on the four cations. Both electrons fit there with opposite spins. Three more levels lie in the gap at 4.35 eV. With the repulsion discussed below included, the triplet that puts one electron there is still about 0.4 eV above the paired state.

\textbf{Q.} Does the region around the vacancy then look neutral, or just the crystal as a whole?

\textbf{A.} Draw a sphere of radius 0.60 nm around the site and let $q$ be the change of charge inside it, relative to the perfect crystal, in units of $e$. With the valence band full and the vacancy level empty, the sphere has lost a core charge of $+4$ and six electrons, so the change is $-4+6=+2$. If $n$ electrons occupy the level and a fraction $w$ of its orbital is inside,
\begin{equation}
q\simeq 2-nw .
\end{equation}
Here $w=0.996$ and $n=2$, so $q\simeq0.01$. The direct sum over sites also gives $+0.01$. The vacancy is locally neutral. This needs a sphere large enough to contain the changed bonds: $|q|$ stays below 0.03 for radii from 0.4 to 0.7 nm, but a sphere of 0.24 nm that holds only the four cations gives $-0.4$.

\textbf{Q.} What if there were no such well?

\textbf{A.} Set it to zero and keep everything else fixed. The state with equal amplitude on all cations survives the removal of an oxygen, since its coupling to every remaining oxygen still cancels. The two electrons enter it at 5.8 eV and spread through the cell. The sphere holds 25.9\% of the cations, so
\begin{equation}
q\simeq2(1-0.259)=1.48,
\end{equation}
in agreement with the site sum. In a larger cell this share shrinks and $q$ tends to 2. The crystal is neutral, yet the vacancy region is positive, because the electrons have gone to another state: the conduction band.

\section{What makes the vacancy doubly positive}

\textbf{Q.} My films are doped with lanthanum. Does that change the answer?

\textbf{A.} It supplies a destination. La brings three valence electrons where Hf brings four. Two La atoms without a vacancy leave two holes in the valence band. Now remove a neutral oxygen. With $m\le2$ La atoms per vacancy, all outside the sphere, the number left for the vacancy level and the charge in the sphere are
\begin{equation}
n=2-m,\qquad q\simeq2-(2-m)=m .
\end{equation}
The eigenvectors give $q=0.01$, $1.00$ and $2.00$ for $m=0$, 1 and 2, with the nearest La 1.10 nm from the vacancy. A La atom inside the sphere would add its own $-1$ to $q$. Every one of these crystals is neutral. For $m=2$ the vacancy carries $+2$, and each La site counts as $-1$ relative to Hf. Full compensation needs two La per vacancy, here $2/108$ or 1.9\% of the Hf sites.

Removing O$^{2-}$ from the undoped crystal also gives $q=2.00$, but then the ion has carried the electrons away. If it stops elsewhere in the film or at an electrode, the negative charge is there.

\textbf{Q.} Will the electrons really leave, or merely be allowed to?

\textbf{A.} Compare energies. Moving both from the vacancy level $E_V$ to a reservoir at $E_F$, with fixed ions and no repulsion between them, costs
\begin{equation}
\Delta E=2(E_F-E_V).
\end{equation}
For three reservoirs,
\begin{align}
\text{acceptor holes:}\quad &2(0-3.81)=-7.62\ \text{eV},\\
\text{conduction edge:}\quad &2(5.80-3.81)=+3.98\ \text{eV},\\
\text{electrode:}\quad &2(3.80-3.81)=-0.02\ \text{eV}.
\end{align}
The electrode's Fermi level is taken 2.0 eV below the conduction edge. A negative value means that transfer is favoured, provided the electrons can reach the reservoir.

\textbf{Q.} I would not trust 0.02 eV from a model like this.

\textbf{A.} Nor should you. Two omissions are much larger. First, the ions relax around a charged vacancy. The field energy of a charge $Q$ outside radius $R$ is
\begin{equation}
\int_R^\infty\frac{1}{2\varepsilon_0\varepsilon}\left(\frac{Q}{4\pi r^2}\right)^2 4\pi r^2\,dr=\frac{Q^2}{8\pi\varepsilon_0\varepsilon R}.
\end{equation}
With fixed ions $\varepsilon=4.5$; after they relax $\varepsilon=25$. For $Q=2e$ the prefactor $Q^2/(8\pi\varepsilon_0R)$ equals $2e^2/(4\pi\varepsilon_0R)$, the 13.0 eV found above, so
\begin{equation}
E_{\text{rel}}\simeq13.0\left(\frac1{4.5}-\frac1{25}\right)\simeq2.4\ \text{eV}.
\end{equation}
This favours the $2+$ state.

Second, the two electrons repel by roughly $U=1.0$ eV, estimated from the orbital with permittivity 4.5. If $E_V$ is the level of a lone electron, the pair has energy $2E_V+U$ and transfer gains $U$. If $E_V$ already contains the repulsion from the partner, $2E_V$ counts $U$ twice, the pair has energy $2E_V-U$, and transfer loses $U$. Since my well was chosen by hand, I keep both readings:
\begin{equation}
\Delta E\simeq2(E_F-E_V)-E_{\text{rel}}\pm U .
\end{equation}
The conduction edge then costs 0.6 to 2.6 eV, still positive. The electrode gives $-3.4$ to $-1.4$ eV, so the near tie becomes a preference for transfer. Both signs depend on the chosen well. With 2.9 eV the conduction edge gives $-0.4$ to $+1.6$ eV, and with 4.5 eV the electrode gives $-1.8$ to $+0.2$ eV. The radius matters too: $E_{\text{rel}}$ is 2.9 eV for $R=0.18$ nm and 1.75 eV for $R=0.30$ nm. Acceptor holes give $-11.0$ to $-9.0$ eV. Trapping of the holes, which I have ignored, would have to lower each by about 4.5 to 5.5 eV, depending on the sign of $U$, to reverse that sign.

\textbf{Q.} Could heat or the applied field do the job without acceptors?

\textbf{A.} Treat the electrons as independent, with binding energy $D$ and vacancy density $N_V$. Let $N_c$ be the effective density of conduction states and $E_c$ their edge. When few electrons are freed, their density $n_c$ equals the density of empty places in the level:
\begin{align}
n_c&=N_c e^{-(E_c-E_F)/kT},\\
n_c&=2N_V e^{-(E_F-E_V)/kT}.
\end{align}
Multiplying removes $E_F$, and with $E_c-E_V=D$,
\begin{equation}
\frac{n_c}{2N_V}=\sqrt{\frac{N_c}{2N_V}}\;e^{-D/2kT}.
\end{equation}
Relaxation reduces the mean binding per electron to $D=(3.98-2.38)/2=0.80$ eV. At 358 K, with the free-electron mass in $N_c$, independent electrons with this binding would give a freed fraction of about $6\times10^{-7}$. That estimate is unreliable, because the relaxation energy grows as $Q^2$, so the two electrons are not independent. Leaving $U$ out, the first electron gains only a quarter of the 2.38 eV and costs about 1.4 eV, while the second costs only 0.2 eV. In that case nearly every ionized vacancy loses both. For pairs the second condition becomes $n_c=2N_Ve^{-2(E_F-E_c+D)/kT}$, and eliminating $E_F$ as before gives
\begin{equation}
\frac{n_c}{2N_V}=\left(\frac{N_c}{2N_V}\right)^{2/3}e^{-2D/3kT}\simeq5\times10^{-9}.
\end{equation}
In the reading where transfer gains $U$, the mean binding is only 0.3 eV. Counting both singly and doubly ionized vacancies then gives a fraction of about $4\times10^{-4}$ for $U=1.00$ eV and $6\times10^{-4}$ for $U=1.02$ eV, and most of the ionized vacancies have lost only one electron. In the reading where transfer loses $U$, the first electron still costs 1.4 eV but the second costs 1.2 eV. Almost every ionized vacancy then loses only one, and the square-root formula with $D=1.4$ eV gives about $4\times10^{-11}$. The repulsion therefore decides both the fraction and the usual charge state.

A field $F$ lowers the escape barrier. The first electron leaves a charge $+e$ behind, so at distance $r$ in the direction opposite to the field its energy is $-e^2/(4\pi\varepsilon_0\varepsilon r)-eFr$. The maximum is where the two forces balance, at $r^2=e/(4\pi\varepsilon_0\varepsilon F)$. The two terms are equal there, and the barrier drops by
\begin{equation}
\Delta\Phi=2\sqrt{\frac{e^3F}{4\pi\varepsilon_0\varepsilon}}\simeq0.36\ \text{eV}
\end{equation}
at 1 MV/cm with $\varepsilon=4.5$. This holds for an isolated vacancy. The maximum lies at 1.8 nm, beyond the mean vacancy spacing of 1.5 nm in this model, so here the number is only a rough guide. The field speeds up escape, but the electron must still end up somewhere.

\section{A whole film}

\textbf{Q.} Then in an undoped capacitor, can the electrodes simply take all the electrons?

\textbf{A.} Not at this vacancy density. One vacancy per cell is $N_V=2.8\times10^{20}$ cm$^{-3}$. If all were $2+$ in a film of thickness $L=10$ nm, the sheet charge would be $2eN_VL\simeq90\ \mu$C/cm$^2$. Let two grounded electrodes hold the compensating charge. By symmetry the field vanishes in the middle, and Gauss's law with $\rho=2eN_V$ gives at each electrode
\begin{equation}
F_{\text{peak}}=\frac{\rho}{\varepsilon_0\varepsilon}\,\frac L2\simeq20\ \text{MV/cm}
\end{equation}
for $\varepsilon=25$. Against a rough breakdown field of 4 MV/cm, at most about 20\% could be $2+$ if they were spread uniformly.

Energy sets a second limit, which depends on where the ionized vacancies are. The field falls linearly to zero over $L/2$, so the mid-film potential is $F_{\text{peak}}L/4\simeq5$ V for full ionization. The electrode transfer gained 0.7 to 1.7 eV per electron. A uniform ionized fraction of about 14 to 34\% produces a potential that cancels this gain in mid-film. Vacancies near the electrodes can empty more easily. If all of them are $2+$ in a layer of thickness $d$ at each electrode and the rest stay neutral, the potential rises by $\rho d^2/(2\varepsilon_0\varepsilon)$. This cancels the gain at $d\simeq1.9$ to 2.9 nm, or 37 to 58\% of the film. The field at the electrodes would then be about 7.5 to 12 MV/cm, above the rough breakdown value. That comparison is only a guide. This is a built-in field that carries no net current, and a layer that reaches 4 MV/cm is only 1.0 nm thick, less than the vacancy spacing, with a drop of 0.2 V across it. Lanthanum avoids the problem because its negative charge is spread through the film along with the vacancies.

\textbf{Q.} How close is all this to my capacitor?

\textbf{A.} The thickness, gap, static permittivity and electrode offset are rough values in the regime of hafnia capacitors. The vacancy density, one in 216 oxygen sites, was fixed by the cell size. At a tenth of it the peak field would be 2 MV/cm and the mid-film potential 0.5 V, below the gain of 0.7 to 1.7 eV per electron, so in this model the electrodes could then empty every vacancy. The ferroelectric phase is not cubic, and its polarization charge is absent here. The ions in a real film are not fixed, and in the estimate above their relaxation moves the two-electron energy by about 2.4 eV. So do not read the level at 3.81 eV as a prediction for your film. The count of two electrons does not depend on it. To call a vacancy $2+$, you must be able to say where those two went. The values used here are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUTS (rough, hafnia-like)
lattice constant: 0.51 nm
cation level: 7.0 eV; La shift: 1.0 eV
cation-cation hopping: 0.10 eV
cation-oxygen hopping: 0.70 eV
well on four neighbours: 3.5 eV
well estimate, screened / bare: 2.9 / 13.0 eV
permittivity, electronic / static: 4.5 / 25.0
sphere radius: 0.60 nm
ELECTRON COUNT
supercell: 108 Hf, 216 O
perfect: electrons 1296, valence places 1296
vacancy: electrons 1292, valence places 1290
places lost 6, electrons lost 4, left over 2
holes with 2 La and no vacancy: 2
VACANCY LEVEL
band gap: 5.80 eV
level above valence top: 3.81 eV
level below conduction edge: 1.99 eV
next level above valence top: 4.35 eV
orbital share on four cations: 0.817
orbital share in sphere: 0.996
level shift in larger cell: 1.08 meV
LOCAL CHARGE (units of e)
neutral O removed, 0 La: +0.006, electrons in level 2
neutral O removed, 1 La: +1.002, electrons in level 1
neutral O removed, 2 La: +1.997, electrons in level 0
distance vacancy to nearest La: 1.10 nm
O(2-) ion removed, no La: +1.997
neutral O removed, no well: +1.481
share of cations in sphere: 0.259
MOVING BOTH ELECTRONS (frozen lattice, no repulsion)
to acceptor holes: -7.62 eV
to conduction edge: +3.98 eV
to electrode 2.0 eV below edge: -0.02 eV
NEGLECTED EFFECTS (rough sizes)
repulsion of the two electrons: 1.02 eV
lattice relaxation around 2+: 2.38 eV
field lowering at 1 MV/cm: 0.36 eV
relaxed depth per electron: 0.80 eV
temperature: 358 K; kT: 0.0309 eV
thermally freed fraction, frozen: 2.4e-15
thermally freed fraction, relaxed: 5.6e-07
FILM WITH ALL VACANCIES 2+
thickness: 10 nm
vacancy density: 2.79e+20 cm^-3
La per Hf site for full compensation: 0.0185
uncompensated sheet charge: 89.5 uC/cm2
peak field: 20.2 MV/cm
rough breakdown field: 4 MV/cm
2+ fraction at breakdown field: 0.20
\end{verbatim}
